# Film thickness and interface width in linear surface-diffusion growth

## The problem

A film grows from vapour on a flat two-dimensional substrate. Atoms arrive at random places and times, at a constant mean rate that raises the film by $v$ per unit time, so the mean thickness is $H=vt$. Let $h(\mathbf r,t)$ be the local height measured from this mean, with $h=0$ at $t=0$. Surface diffusion carries material from crests to hollows, and for small slopes

$$\frac{\partial h}{\partial t}=-K\nabla^4h+\eta(\mathbf r,t),\qquad K>0 .$$

The noise $\eta$ describes the random arrivals. It has zero mean and

$$\langle\eta(\mathbf r,t)\,\eta(\mathbf r',t')\rangle=N\,\delta^2(\mathbf r-\mathbf r')\,\delta(t-t').$$

Temperature and growth rate are held fixed, so $K$, $v$ and $N$ are constants. No atoms re-evaporate. The interface width $W$ is the root-mean-square value of $h$.

## Part (a): the strength of the noise

**Question.** Each atom adds a volume $\Omega$ to the film. Express $N$ through $\Omega$ and $v$.

**Answer.** Switch diffusion off and watch a patch of area $A$ for a time $t$. It receives on average $\bar n=vtA/\Omega$ atoms. Independent random arrivals obey Poisson statistics, so the variance of the number is also $\bar n$. One atom raises the mean height of the patch by $\Omega/A$, and the variance of that mean height is

$$\left(\frac{\Omega}{A}\right)^2\frac{vtA}{\Omega}=\frac{\Omega vt}{A}.$$

In the equation of motion the same quantity is the variance of $A^{-1}\int_0^t ds\int_A d^2r\,\eta$. The delta functions remove one time integral and one area integral, which leaves $A^{-2}\,N\,tA=Nt/A$. Comparison gives

$$N=\Omega v .$$

As a test, two million atoms of the size used in part (f) were thrown at random on 10 000 cells of 4 nm² each. The variance of the cell heights gave 0.999 times this $N$, with a sampling error of about 1.4%.

## Part (b): the growth of one wave

**Question.** Explain the sign of the diffusion term, and find the mean square amplitude of a surface wave of wave vector $\mathbf q$ at time $t$.

**Answer.** Conservation of material reads $\partial h/\partial t=-\nabla\cdot\mathbf j$, where $\mathbf j$ is the volume current along the surface. The diffusion term corresponds to $\mathbf j=K\nabla(\nabla^2h)$. For a wave, $\nabla^2h=-q^2h$, so $\mathbf j=-Kq^2\nabla h$: material runs downhill and the wave decays. On a uniform slope $\nabla^2h=0$ and there is no current. The current responds to changes of curvature, not to slope itself.

Take a periodic square of side $L$ and write

$$h(\mathbf r,t)=\frac1L\sum_{\mathbf q}h_{\mathbf q}(t)\,e^{i\mathbf q\cdot\mathbf r},\qquad h_{\mathbf q}=\frac1L\int d^2r\,h\,e^{-i\mathbf q\cdot\mathbf r}.$$

With this convention $\langle\eta_{\mathbf q}(t)\eta^*_{\mathbf q}(t')\rangle=L^{-2}\,N\,L^2\,\delta(t-t')=N\delta(t-t')$. Each derivative gives a factor $i\mathbf q$, so $\nabla^4\to q^4$ and

$$\frac{dh_{\mathbf q}}{dt}=-Kq^4h_{\mathbf q}+\eta_{\mathbf q}.$$

Multiplying by $e^{Kq^4t}$ turns the left side and the decay term into one total derivative. Integration from the flat start gives

$$h_{\mathbf q}(t)=\int_0^te^{-Kq^4(t-s)}\eta_{\mathbf q}(s)\,ds .$$

In $\langle|h_{\mathbf q}|^2\rangle$ there are two such time integrals, and the delta function removes one:

$$S(q,t)\equiv\langle|h_{\mathbf q}|^2\rangle=N\int_0^te^{-2Kq^4(t-s)}ds=N\,\frac{1-e^{-2Kq^4t}}{2Kq^4}.$$

For $2Kq^4t\ll1$ this is $Nt$: long waves collect noise as if there were no diffusion. For $2Kq^4t\gg1$ it is $N/(2Kq^4)$: short waves have reached a balance between noise and smoothing. The border lies at $q\approx1/\xi$, with the correlation length

$$\xi=(2Kt)^{1/4}.$$

## Part (c): the width

**Question.** Find $W(t)$ for an infinite substrate.

**Answer.** The waves are orthogonal, so the mean of $h^2$ over the square is $W^2=L^{-2}\sum_{\mathbf q\neq0}S(q,t)$. The term $\mathbf q=0$ is absent because width is measured from the mean height of the sample. For large $L$ the allowed wave vectors have density $L^2/(2\pi)^2$, and the sum becomes an integral. The angle contributes $2\pi$:

$$W^2=\int\frac{d^2q}{(2\pi)^2}S=\frac{N}{2\pi}\int_0^\infty q\,dq\,\frac{1-e^{-2Kq^4t}}{2Kq^4}.$$

Put $u=q^2$, so that $q\,dq=du/2$ and $q^4=u^2$:

$$W^2=\frac{N}{8\pi K}\int_0^\infty\frac{1-e^{-au^2}}{u^2}\,du,\qquad a=2Kt .$$

Integrate by parts, integrating $u^{-2}$ to $-u^{-1}$:

$$\int_0^\infty\frac{1-e^{-au^2}}{u^2}du=\left[-\frac{1-e^{-au^2}}{u}\right]_0^\infty+\int_0^\infty2a\,e^{-au^2}du .$$

The bracket vanishes at both ends: near $u=0$ the fraction behaves as $au$, and for large $u$ as $1/u$. The last integral is $2a\cdot\frac12\sqrt{\pi/a}=\sqrt{\pi a}$. Therefore

$$W^2=\frac{N}{8\pi K}\sqrt{2\pi Kt}=N\sqrt{\frac{2\pi Kt}{64\pi^2K^2}}=N\sqrt{\frac{t}{32\pi K}} .$$

The integral converges at both ends, so in this model the width needs neither an atomic cutoff nor a sample size.

## Part (d): the effect of thickness

**Question.** The film is grown sixteen times thicker at the same growth rate. By what factor does the width change? Explain the factor through the correlation length. What would the factor be if the thicker film were grown in the same time?

**Answer.** Insert $N=\Omega v$ and $t=H/v$:

$$W^2=\Omega v\sqrt{\frac{H}{32\pi Kv}}=\Omega\sqrt{\frac{vH}{32\pi K}} .$$

At fixed $v$ and $K$, $W^2\propto H^{1/2}$ and $W\propto H^{1/4}$. Hence

$$\frac{W(16H)}{W(H)}=16^{1/4}=2 .$$

The width doubles.

Since $\sqrt{t/(32\pi K)}=t/(4\sqrt\pi\,\sqrt{2Kt})$, the width can also be written

$$W^2=\frac{1}{4\sqrt\pi}\,\frac{Nt}{\xi^2}.$$

By part (a), $Nt/\xi^2$ is the shot-noise variance of the mean height of a patch of area $\xi^2$. Diffusion averages the arrivals over such patches. Sixteen times the time gives sixteen times the noise, but $\xi$ doubles and the averaging area grows fourfold. The variance grows by $16/4=4$, and the width by 2.

If the thicker film is grown in the same time, $v$ is sixteen times larger. Then $\xi$ is unchanged, $N$ is sixteen times larger, and with $K$ held fixed the width grows by 4. The doubling therefore belongs to a comparison at equal growth rate.

## Part (e): too early and too late

**Question.** Find the factor for the same sixteenfold thickening (i) before diffusion has acted even on the shortest waves, and (ii) after the width of a finite sample has saturated.

**Answer.** (i) A real surface has no waves shorter than the atomic spacing. Let $s$ be the area per surface site, and replace the allowed region of wave vectors by a circle of the same area, $\pi q_c^2=(2\pi)^2/s$, so $q_c^2=4\pi/s$. If $2Kq_c^4t\ll1$, all waves have $S\approx Nt$ and

$$W^2\approx\frac{Nt}{2\pi}\int_0^{q_c}q\,dq=\frac{Nt\,q_c^2}{4\pi}=\frac{Nt}{s}.$$

The columns grow independently, $W\propto H^{1/2}$, and the factor is 4.

Once the shortest waves have relaxed, the cutoff merely removes a constant from the result of part (c):

$$\frac{N}{2\pi}\int_{q_c}^\infty\frac{q\,dq}{2Kq^4}=\frac{N}{8\pi Kq_c^2}.$$

(ii) In a periodic sample of side $L$ the longest wave has $q=2\pi/L$. When $2K(2\pi/L)^4t\gg1$, all waves have $S=N/(2Kq^4)$. With $\mathbf q=2\pi\mathbf n/L$, where $\mathbf n$ has integer components,

$$W^2=\frac1{L^2}\sum_{\mathbf n\ne0}\frac{N}{2K}\left(\frac{L}{2\pi n}\right)^4=\frac{NL^2}{32\pi^4K}\sum_{\mathbf n\neq0}\frac1{n^4}.$$

Time has dropped out, and the factor is 1. "Before saturation" thus means $\xi\ll L/2\pi$.

## Part (f): numbers for a niobium film

**Question.** A Nb(110) film grows at 0.5 nm/s and 600 K. Take a lattice constant of 0.330 nm (a rough value) and $K=0.05$ nm⁴/s. Find the widths at 100 nm and 1600 nm, and check that both lie in the regime of part (d).

**Answer.** The body-centred cubic cell holds two atoms, so $\Omega=(0.330\ \text{nm})^3/2=0.01797$ nm³ and $N=\Omega v=0.00898$ nm⁴/s. The growth times are 200 s and 3200 s. With $32\pi K=5.027$ nm⁴/s,

$$W_1^2=0.00898\sqrt{\frac{200}{5.027}}\ \text{nm}^2=0.0567\ \text{nm}^2,\qquad W_1=0.238\ \text{nm},$$

$$W_2^2=0.00898\sqrt{\frac{3200}{5.027}}\ \text{nm}^2=0.2267\ \text{nm}^2,\qquad W_2=0.476\ \text{nm}.$$

The (110) layers are 0.233 nm apart, so the width grows from about one layer to about two. Direct numerical integration of the wave spectrum gives the same widths and a ratio of 2.00000.

The correlation length grows from 2.1 to 4.2 nm. This is well above the atomic spacing and far below a sample side of 1000 nm. The atomic cutoff, $q_c=12.77$ nm⁻¹, removes $4.4\times10^{-5}$ nm² from $W^2$ at both thicknesses and changes the ratio to 2.0006. The missing $\mathbf q=0$ wave of the 1000 nm sample removes $Nt/L^2=2.9\times10^{-5}$ nm² from the thick film.

Both limits of part (e) were computed at the same two times. With $K$ lowered to $10^{-10}$ nm⁴/s the ratio is 3.995. With the original $K$ but a periodic sample of side 10 nm it is 1.015. There the longest wave relaxes in $1/[2K(2\pi/L)^4]\approx64$ s, which is shorter than either growth time.

The (110) surface has twofold symmetry, so diffusion may differ along its two axes. As a simple example, let the diffusivity and the surface stiffness have the same anisotropy, so that the decay rate is $K(Aq_x^2+q_y^2)^2$. The substitution $q_x'=\sqrt A\,q_x$ restores the isotropic integral and divides $W^2$ by $\sqrt A$ at all times, so the ratio stays 2. A sum over waves for $A=4$ on a periodic square of side 200 nm gave 1.995; the small deficit comes from the missing $\mathbf q=0$ wave.

## Part (g): what the model leaves out

**Question.** Estimate how neglected effects change the ratio for this film. Which of them matters most?

**Answer.** *Slopes.* The mean square slope is the integral of part (c) with an extra factor $q^2$. It grows logarithmically with the upper limit, so here the atomic cutoff $q_c$ is needed. The rms slope is then 0.22 for the thin film and 0.24 for the thick one. Geometrical corrections to the linear equation are of relative order slope squared, about 5 to 6% from the arrival noise alone. The thermal noise estimated below would raise this to about 9 to 10%.

*Whole layers.* Real heights come in steps of $d=0.233$ nm. Rounding a smooth height to the nearest layer adds an error spread nearly evenly over $\pm d/2$, with variance $d^2/12=0.0045$ nm². The widths become 0.247 and 0.481 nm, and the ratio 1.944. This estimates how layers alter the reading of the height, not how they alter the motion of atoms. With a width of one layer, the thin film is at the edge of what a continuous height can describe.

*Thermal noise.* Diffusing atoms also hop at random. With surface energy $\gamma$ per area, a small wave costs energy $\frac12\gamma q^2|h_{\mathbf q}|^2$, and equipartition gives it the equilibrium variance $k_BT/(\gamma q^2)$. From a flat start this is approached with the factor $1-e^{-2Kq^4t}$. The sum over waves again depends logarithmically on the atomic cutoff and is taken up to $q_c$. For a rough $\gamma=2.5$ J/m² the contribution to $W^2$ is 0.0018 nm² for the thin film and 0.0022 nm² for the thick one. Independent noises add in variance, and the ratio becomes 1.979. This treats the surface as rough in equilibrium. The estimate $k_BT_R\approx(2/\pi)\gamma d^2$ for the roughening temperature gives about 6000 K, far above 600 K. A resting Nb(110) surface is therefore a flat facet, on which steps cost a finite energy and the formula for the energy of a small wave fails. The figure belongs to the continuum model, not to niobium.

*A nonlinear term.* One term of second order in $h$ that is allowed for a conserved current without preferred direction is $\lambda\nabla^2(\nabla h)^2$. Other nonlinear terms are allowed too and are not estimated here. A size estimate, not a derived value, is $\lambda=vs=0.5\times0.0770=0.0385$ nm³/s. The equation was stepped forward in time with and without this term, using the same random arrivals, on two periodic grids of $128\times128$ points spaced 1.495 nm apart, with steps of 1 s. In these runs the term lowered the width by 0.1% for the thin film and 0.6% for the thick one. Reversing $h\to-h$ reverses the sign of $\lambda$, so the mean effect is even in $\lambda$ and a run with one sign also carries a sampling fluctuation of about the same size as the effect. Averaged over both signs the decrease is roughly 0.1 to 0.2% and 1%. Waves shorter than about 3 nm are missing from the grid; including waves down to 1.5 nm raises the thin-film effect by only about a quarter. The larger uncertainty is $\lambda$ itself, since the effect grows about as $\lambda^2$. The equally plausible size $\lambda=K/d=0.21$ nm³/s lowers the widths by about 3% and 13% and the ratio to about 1.8.

The linear runs also give a coarse check of part (c). Their widths were 7% above the formula for the thin film and 3% below it for the thick one, so their ratio was 1.81, which is 10% below 2. The coarse grid, whose spacing is close to the thin film's $\xi$, explains most of the thin film's excess: summing the waves of the discrete scheme gives an expected width 6.7% above the formula for the thin film and 2.2% above it for the thick one. The sampling scatter is about 1% and 2%, so the thick film's result lies some 2.6 standard deviations below its expected value, a large but possible fluctuation. These runs support the size of the width; the precise factor rests on the derivation and the numerical integration.

*A current driven by slope.* Suppose that an arriving atom is displaced downhill, on average, by a length $\ell$ times the local slope. The current is $\mathbf j=-v\ell\nabla h$, which adds $+v\ell\nabla^2h$ to the equation and $v\ell q^2$ to the decay rate. At $q=1/\xi$ its effect over the growth time is measured by

$$\frac{v\ell t}{\xi^2}=v\ell\sqrt{\frac{t}{2K}} .$$

This number grows with time, so the thick film suffers more. For $\ell=0.002$ nm it reaches 0.18 in the thick film, and the ratio falls to 1.930. For $\ell=0.03$ nm, a tenth of the lattice constant, it reaches 2.7, and the ratio falls to 1.518. An uphill displacement, $\ell=-0.002$ nm, raises the ratio to 2.083. The uphill case is not symmetric with the downhill one: waves with $q^2<v|\ell|/K$ grow exponentially into mounds. The linear equation gives a ratio of 2.66 for $\ell=-0.01$ nm and about 22 for $\ell=-0.03$ nm, where the slopes are already too steep for it to hold. Among the effects sized here, this one can do the most damage.

*The real film.* The lattice constant and surface energy are rough niobium values, and the growth rate and temperature are plausible for vapour deposition. $K$ is a chosen round number, not a property of niobium; since $W\propto K^{-1/4}$, a tenfold error in it would change both widths by a factor 1.8 and, within the linear model, leave their ratio alone. With $K$ ten times smaller, however, the rms slopes would be about 0.6 to 0.7, too steep for the small-slope equation to be reliable. The model also assumes that curvature drives the diffusion current, as on a rough surface; on a growing facet the term $-K\nabla^4h$ can at best be an effective description. It assumes further that there is no slope-driven current. Atoms that slide down at step edges produce a downhill current, and barriers to crossing step edges produce an uphill one. The value of $\ell$ for this film is not known here, so the doubling is a result of the linear surface-diffusion model, not a forecast for niobium. The numerical output below lists the values used.

## Table of computed values

```
Nb lattice constant (rough): 0.330 nm
atomic volume: 0.01797 nm^3
(110) site area: 0.0770 nm^2
(110) layer spacing: 0.2333 nm
growth rate v: 0.50 nm/s
chosen K: 0.050 nm^4/s
temperature: 600 K
noise strength N: 0.008984 nm^4/s
N thrown atoms / N formula: 0.999
--- thickness: 100 nm, time: 200 s
width W, formula: 0.2381 nm
width W, quadrature: 0.2381 nm
W squared: 0.05667 nm^2
W in layer spacings: 1.020
correlation length (2Kt)^(1/4): 2.115 nm
rms slope: 0.222
W with whole layers: 0.2474 nm
thermal noise part of W^2: 0.00181 nm^2
simulated W / formula: 1.071
nonlinear / linear simulated W: 0.999
--- thickness: 1600 nm, time: 3200 s
width W, formula: 0.4761 nm
width W, quadrature: 0.4761 nm
W squared: 0.22668 nm^2
W in layer spacings: 2.040
correlation length (2Kt)^(1/4): 4.229 nm
rms slope: 0.243
W with whole layers: 0.4809 nm
thermal noise part of W^2: 0.00218 nm^2
simulated W / formula: 0.967
nonlinear / linear simulated W: 0.994
--- width ratios for sixteenfold thickness
linear theory, quadrature: 2.00000
linear simulation: 1.806
nonlinear simulation: 1.797
whole layers: 1.944
with thermal noise: 1.979
with atomic cutoff: 2.0006
anisotropic K: 1.995
no surface diffusion: 3.995
saturated sample, side 10 nm: 1.015
downhill shift/slope -0.002 nm: 2.083
downhill shift/slope +0.002 nm: 1.930
downhill shift/slope +0.030 nm: 1.518
--- sizes used in the estimates
surface energy (rough): 2.5 J/m^2
atomic cutoff q_c: 12.77 1/nm
cutoff loss in W^2: 4.38e-05 nm^2
sample side: 1000 nm
its loss in W^2, thick film: 2.87e-05 nm^2
nonlinear coefficient estimate: 0.0385 nm^3/s
simulation grid spacing: 1.495 nm
```
